# Drift energies of direct and backscattered electrons in the simple-man model: a program that tests the result

```python
"""Simple-man model of strong-field ionization, field E0*cos(phi), phi = omega*t.
Result under test: the drift energy of direct electrons is at most 2 Up, and
after one elastic collision with the ion its maximum is 10.0076 Up, usually
quoted as 10.007 Up (cut off, not rounded, after three decimals).
phi0: birth phase, phi1: return phase, tau = phi1 - phi0 (radians inside).
Scaled units: velocity e*E0/(m*omega), length e*E0/(m*omega^2); a scaled
drift velocity D then carries the energy 2*D^2 in units of Up.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq, minimize_scalar

PI = np.pi


# ---------- derived formulas ----------
def birth_phase(tau):
    return np.arctan2(1 - np.cos(tau), tau - np.sin(tau))


def position(phi, phi0):
    return np.cos(phi) - np.cos(phi0) + (phi - phi0) * np.sin(phi0)


def back_energy(tau):
    c, s = np.cos(tau), np.sin(tau)
    return 2 * (3 * (1 - c) - 2 * tau * s)**2 / (tau**2 - 2 * tau * s + 2 * (1 - c))


def return_energy(tau):
    p0 = birth_phase(tau)
    return 2 * (np.sin(p0 + tau) - np.sin(p0))**2


def h(tau):
    return 2 * tau**2 * np.cos(tau) - 3 * tau * np.sin(tau) + 2 * (1 - np.cos(tau))


def h_slope(tau):
    return tau * np.cos(tau) - np.sin(tau) - 2 * tau**2 * np.sin(tau)


tau_best = brentq(h, PI, 2 * PI, xtol=1e-13)
phi0_best = birth_phase(tau_best)
phi1_best = phi0_best + tau_best
w_best = back_energy(tau_best)
drift_best = 2 * np.sin(phi1_best) - np.sin(phi0_best)

# h has a single zero, and its stated slope agrees with finite differences
grid = np.linspace(0.05, 2 * PI, 4001)
assert np.count_nonzero(np.diff(np.sign(h(grid)))) == 1
finite_slope = (h(grid + 1e-5) - h(grid - 1e-5)) / 2e-5
assert np.max(np.abs(finite_slope - h_slope(grid))) < 1e-6


# ---------- numerical trajectories from Newton's equation ----------
def newton(phi, y):
    return [y[1], -np.cos(phi)]


def at_ion(phi, y):
    return y[0]


at_ion.terminal = True
at_ion.direction = 1
OPTIONS = dict(method="DOP853", rtol=1e-11, atol=1e-13, max_step=0.1)


def first_return(phi0):
    run = solve_ivp(newton, (phi0, phi0 + 7), [0.0, 0.0], events=at_ion, **OPTIONS)
    return run.t_events[0][0], run.y_events[0][0][1], run


def scattered_run(phi0):
    phi1, v1, _ = first_return(phi0)
    return solve_ivp(newton, (phi1, phi1 + 2 * PI), [0.0, -v1], **OPTIONS)


def numerical_energy(phi0):
    # drift velocity = displacement in one full cycle divided by its duration
    return 2 * (scattered_run(phi0).y[0, -1] / (2 * PI))**2


coarse = np.radians(np.arange(2, 86, 3))
coarse_energy = np.array([numerical_energy(p) for p in coarse])
k = int(np.argmax(coarse_energy))
search = minimize_scalar(lambda p: -numerical_energy(p), method="bounded",
                         bounds=(coarse[k - 1], coarse[k + 1]),
                         options={"xatol": 1e-7})
phi1_num, v1_num, best_run = first_return(search.x)
assert abs(-search.fun - w_best) < 1e-6
assert abs(search.x - phi0_best) < 1e-4
assert abs(phi1_num - phi1_best) < 1e-3
# the customary 10.007 is the maximum cut off after three decimals
assert 10.007 < w_best < 10.008

# position formula along the trajectory, and the farthest point
assert np.max(np.abs(best_run.y[0] - position(best_run.t, search.x))) < 1e-8
farthest = abs(position(PI - phi0_best, phi0_best))
assert abs(farthest - np.max(np.abs(best_run.y[0]))) < 5e-3  # sampled at steps

# after the optimal collision the velocity keeps its sign
assert np.all(scattered_run(phi0_best).y[1] < 0)

# ---------- slow turn-off of the field leaves the drift energy ----------
RAMP = 60 * PI


def energy_after_pulse(phi_start, v_start):
    phi = np.linspace(phi_start, 2 * PI + RAMP, 60001)
    part = np.clip((phi - 2 * PI) / RAMP, 0, 1)
    force = -np.cos(PI * part / 2)**2 * np.cos(phi)
    return 2 * (v_start + simpson(force, x=phi))**2


direct_births = np.radians(np.arange(90, 181, 5))
direct = np.array([energy_after_pulse(p, 0.0) for p in direct_births])
assert np.max(np.abs(direct - 2 * np.sin(direct_births)**2)) < 1e-3
assert np.argmax(direct) == 0
direct_max = direct[0]
pulse_energy = energy_after_pulse(phi1_num, -v1_num)
assert abs(pulse_energy - w_best) < 1e-3


# ---------- all returns within 40 rad: sampled path, then root finding ----------
def sampled_returns(phi0):
    phi = phi0 + 0.005 * np.arange(1, 8001)
    x = position(phi, phi0)
    crossings = np.flatnonzero(x[:-1] * x[1:] < 0)
    return [brentq(position, phi[i], phi[i + 1], args=(phi0,)) for i in crossings]


for degree in np.arange(90.5, 180, 0.5):
    assert len(sampled_returns(np.radians(degree))) == 0

maxima = {}
first_tau, first_kinetic = [], []
birth_grid = np.radians(np.arange(0.1, 89.05, 0.1))
angles = np.linspace(0, PI, 37)
largest_any_angle = 0.0
for p0 in birth_grid:
    returns = sampled_returns(p0)
    assert len(returns) >= 1
    first_tau.append(returns[0] - p0)
    first_kinetic.append(2 * (np.sin(returns[0]) - np.sin(p0))**2)
    for number, p1 in enumerate(returns, start=1):
        v1 = np.sin(p0) - np.sin(p1)
        along = v1 * np.cos(angles) + np.sin(p1)
        across = v1 * np.sin(angles)
        energies = 2 * (along**2 + across**2)
        largest_any_angle = max(largest_any_angle, energies.max())
        maxima[number] = max(maxima.get(number, 0.0), energies[-1])
first_tau = np.array(first_tau)
assert np.all(np.diff(first_tau) < 0)
assert np.max(np.abs(birth_phase(first_tau) - birth_grid)) < 1e-8
assert abs(maxima[1] - w_best) < 5e-3
assert largest_any_angle < w_best + 1e-4
assert all(value < 9.79 for number, value in maxima.items() if number > 1)


def peak(function, low, high):
    found = minimize_scalar(lambda t: -function(t), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-9})
    return found.x, -found.fun


_, second_max = peak(back_energy, 6.3, 8.9)
_, third_max = peak(back_energy, 9.0, 12.5)
assert abs(second_max - maxima[2]) < 5e-3
assert abs(third_max - maxima[3]) < 5e-3
tau_kin, kin_max = peak(return_energy, 2.0, 6.0)
assert abs(kin_max - max(first_kinetic)) < 1e-3
phi0_kin = birth_phase(tau_kin)
assert abs(numerical_energy(phi0_kin) - back_energy(tau_kin)) < 1e-6

# ---------- worked example in SI units ----------
wavelength = 800e-9
intensity = 1.0e18  # W/m^2
omega = 2 * PI * const.c / wavelength
field = np.sqrt(2 * intensity / (const.epsilon_0 * const.c))
up = (const.e * field)**2 / (4 * const.m_e * omega**2)
period = 2 * PI / omega
t = np.linspace(0, period, 2001)
quiver_v = -const.e * field / (const.m_e * omega) * np.sin(omega * t)
mean_quiver = simpson(0.5 * const.m_e * quiver_v**2, x=t) / period
assert abs(mean_quiver / up - 1) < 1e-8
up_ev = up / const.e
length_nm = const.e * field / (const.m_e * omega**2) * 1e9
deg = np.degrees
return_best = return_energy(tau_best)

print(f"Wavelength: {wavelength * 1e9:.0f} nm")
print(f"Peak intensity: {intensity / 1e4:.1e} W/cm^2")
print(f"Field amplitude E0: {field:.4e} V/m")
print(f"Angular frequency: {omega:.4e} rad/s")
print(f"Optical period: {period * 1e15:.3f} fs")
print(f"Ponderomotive energy Up: {up_ev:.3f} eV")
print(f"Length unit e E0/(m omega^2): {length_nm:.4f} nm")
print(f"Direct maximum, after slow turn-off: {direct_max:.4f} Up")
print(f"Direct maximum: {2 * up_ev:.2f} eV")
print(f"Direct maximum, birth phase: {deg(direct_births[0]):.1f} deg")
print(f"Root tau of h: {tau_best:.5f} rad")
print(f"Root tau of h: {deg(tau_best):.2f} deg")
print(f"Backscattering, birth phase: {deg(phi0_best):.2f} deg")
print(f"Backscattering, return phase: {deg(phi1_best):.2f} deg")
print(f"sin(phi0) at optimum: {np.sin(phi0_best):.5f}")
print(f"sin(phi1) at optimum: {np.sin(phi1_best):.5f}")
print(f"Scaled drift velocity D: {drift_best:.5f}")
print(f"Backscattered maximum, formula: {w_best:.5f} Up")
print(f"Backscattered maximum, trajectories: {-search.fun:.5f} Up")
print(f"Backscattered maximum, slow turn-off: {pulse_energy:.4f} Up")
print(f"Backscattered maximum: {w_best * up_ev:.2f} eV")
print(f"Field at birth / E0: {np.cos(phi0_best):.4f}")
print(f"Field at return / E0: {np.cos(phi1_best):.4f}")
print(f"Birth time after crest: {phi0_best / omega * 1e15:.3f} fs")
print(f"Return time after crest: {phi1_best / omega * 1e15:.3f} fs")
print(f"Travel time: {tau_best / omega * 1e15:.3f} fs")
print(f"Greatest distance before return: {farthest * length_nm:.3f} nm")
print(f"Energy at return, optimal path: {return_best:.4f} Up")
print(f"Energy at return, optimal path: {return_best * up_ev:.2f} eV")
print(f"Largest possible return energy: {kin_max:.4f} Up")
print(f"  its birth phase: {deg(phi0_kin):.2f} deg")
print(f"  its return phase: {deg(phi0_kin + tau_kin):.2f} deg")
print(f"  its backscattered energy: {back_energy(tau_kin):.4f} Up")
print(f"Backscattered maximum, second return: {second_max:.3f} Up")
print(f"Backscattered maximum, third return: {third_max:.3f} Up")
print("PASS")
```

It prints:

```
Wavelength: 800 nm
Peak intensity: 1.0e+14 W/cm^2
Field amplitude E0: 2.7449e+10 V/m
Angular frequency: 2.3546e+15 rad/s
Optical period: 2.669 fs
Ponderomotive energy Up: 5.976 eV
Length unit e E0/(m omega^2): 0.8708 nm
Direct maximum, after slow turn-off: 2.0000 Up
Direct maximum: 11.95 eV
Direct maximum, birth phase: 90.0 deg
Root tau of h: 4.30607 rad
Root tau of h: 246.72 deg
Backscattering, birth phase: 14.95 deg
Backscattering, return phase: 261.67 deg
sin(phi0) at optimum: 0.25801
sin(phi1) at optimum: -0.98945
Scaled drift velocity D: -2.23691
Backscattered maximum, formula: 10.00756 Up
Backscattered maximum, trajectories: 10.00756 Up
Backscattered maximum, slow turn-off: 10.0076 Up
Backscattered maximum: 59.80 eV
Field at birth / E0: 0.9661
Field at return / E0: -0.1448
Birth time after crest: 0.111 fs
Return time after crest: 1.940 fs
Travel time: 1.829 fs
Greatest distance before return: 1.094 nm
Energy at return, optimal path: 3.1123 Up
Energy at return, optimal path: 18.60 eV
Largest possible return energy: 3.1731 Up
  its birth phase: 17.96 deg
  its return phase: 252.04 deg
  its backscattered energy: 9.7760 Up
Backscattered maximum, second return: 7.030 Up
Backscattered maximum, third return: 8.768 Up
PASS
```
